\section*{Why a Global Thermostat Misses the Heat of a Crystallizing Front}

\section*{Question}

A simulation cell of a phase-change glass contains a crystalline seed. The seed grows, latent heat is released, and a thermostat acting on all atoms reports the set temperature throughout the run. Why can the growing front nevertheless be hotter than the set temperature, and by how much?

\section*{What the thermostat controls}

Take a periodic cell of length $2H$ along the growth direction $x$. A flat seed in its middle grows by two fronts that move apart at constant speed $v$. The two halves are mirror images, so it is enough to treat $0<x<H$, with no heat flow through either end. Crystal fills $0<x<s$, glass fills $s<x<H$, and $u=s/H$ is the crystallized fraction.

A global thermostat of Nos\'e--Hoover type adds one friction coefficient $\zeta(t)$ to the motion of every atom:
\begin{equation}
\frac{d\mathbf v_i}{dt}=\frac{\mathbf F_i}{m_i}-\zeta\,\mathbf v_i,
\qquad
\frac{d\zeta}{dt}=\frac{1}{\tau^2}\left(\frac{\bar T}{T_0}-1\right).
\label{nh}
\end{equation}
Here $T_0$ is the set temperature, $\tau$ the response time, and $\bar T$ the temperature computed from the total kinetic energy. Integrating the second equation over a time $t$ and dividing by $t$ gives
\begin{equation}
\frac1t\int_0^t(\bar T-T_0)\,dt'
=T_0\tau^2\,\frac{\zeta(t)-\zeta(0)}{t}.
\end{equation}
If $\zeta$ stays bounded, the right side vanishes for long times. The average of $\bar T$ is then correct, and nothing was assumed about how temperature varies in space. The controller receives a single number, and a hot region balanced by a cold one leaves that number unchanged.

The friction also removes heat in the wrong place. It takes energy from an atom at the rate $\zeta m_i v_i^2$, which is $2\zeta$ times its kinetic energy. With $n$ atoms per volume and local kinetic energy density $\tfrac32 nk_BT(x)$, the cooling power per volume is
\begin{equation}
2\zeta\cdot\tfrac32 nk_BT(x)=3nk_B\zeta\,T(x).
\label{cool}
\end{equation}
When $T(x)$ is close to $T_0$, this power is almost uniform over the cell, whereas the latent heat appears at the front. Heat must therefore travel from the front to the material in which it is removed, and conduction needs a temperature difference to carry it.

\section*{The moving heat source}

Let $\ell$ be the latent heat per volume. In a time $dt$ the front crystallizes a volume $v\,dt$ per unit area and releases $\ell v\,dt$, so it is a plane source of strength $\ell v$ at $s(t)$. I assume Fourier conduction, with conductivity $\kappa_c$ in the crystal and $\kappa_a$ in the glass, equal densities, and the classical harmonic heat capacity $C=3nk_B$ in both. With $\theta=T-T_0$,
\begin{equation}
C\frac{\partial\theta}{\partial t}
=\frac{\partial}{\partial x}\!\left(\kappa\frac{\partial\theta}{\partial x}\right)
+\ell v\,\delta(x-s(t))-C\zeta\,(T_0+\theta).
\label{full0}
\end{equation}
Integrate over $0<x<H$. The conduction term vanishes because no heat crosses the ends, and the delta function gives $\ell v$. For the mean excess $\bar\theta$ to remain zero, the friction, smoothed over the thermostat's own oscillations, must satisfy
\begin{equation}
CH\zeta T_0=\ell v
\quad\Longrightarrow\quad
\zeta=\frac{\ell v}{CHT_0}.
\label{zeta}
\end{equation}
The cooling term in (\ref{full0}) is then $(\ell v/H)(1+\theta/T_0)$, and the moving-source equation becomes
\begin{equation}
C\frac{\partial\theta}{\partial t}
=\frac{\partial}{\partial x}\!\left(\kappa\frac{\partial\theta}{\partial x}\right)
+\ell v\,\delta(x-s(t))
-\frac{\ell v}{H}\left(1+\frac{\theta}{T_0}\right).
\label{full}
\end{equation}

\section*{The front temperature}

Suppose that heat spreads over the half-cell much faster than the front crosses it. In a uniform medium of diffusivity $D=\kappa/C$, the slowest-decaying non-uniform profile compatible with closed ends is $\cos(\pi x/H)$, which decays at the rate $D\pi^2/H^2$. Its decay time is $H^2/(\pi^2D)$, and the crossing time is $H/v$. Their ratio is $P/\pi^2$, where $P=vH/D$ is the P\'eclet number. For small $P$ the storage term on the left of (\ref{full}) can be dropped. For $|\theta|\ll T_0$ the term $\theta/T_0$ can be dropped as well.

Away from the front this leaves $\kappa\,\theta''=\ell v/H$. One integration in each region, with zero slope at the closed end, gives
\begin{equation}
\theta_c'=\frac{\ell v}{H\kappa_c}\,x,
\qquad
\theta_a'=-\frac{\ell v}{H\kappa_a}\,(H-x).
\end{equation}
At $x=s$ the heat flux into the crystal is $\kappa_c\theta_c'=\ell vu$, and the flux into the glass is $-\kappa_a\theta_a'=\ell v(1-u)$. They add up to $\ell v$, as the source requires. Each region receives what the thermostat removes there. A second integration, with the common value $\theta_f$ at the front, gives two parabolas:
\begin{align}
\theta_c(x)&=\theta_f-\frac{\ell v}{2H\kappa_c}\,(s^2-x^2),\\
\theta_a(x)&=\theta_f-\frac{\ell v}{2H\kappa_a}\left[(H-s)^2-(H-x)^2\right].
\end{align}
Both subtracted terms are positive away from $x=s$, so the front is the hottest place in this limit.

The remaining constant $\theta_f$ follows from the one thing that the thermostat guarantees, a zero mean. Since
\begin{equation}
\int_0^s(s^2-x^2)\,dx=\tfrac23s^3,
\qquad
\int_s^H\left[(H-s)^2-(H-x)^2\right]dx=\tfrac23(H-s)^3,
\end{equation}
the condition $\int_0^H\theta\,dx=0$ reads
\begin{equation}
0=H\theta_f-\frac{\ell v}{3H}
\left[\frac{s^3}{\kappa_c}+\frac{(H-s)^3}{\kappa_a}\right].
\end{equation}
Setting $s=uH$ and solving for $\theta_f$,
\begin{equation}
\boxed{\;\theta_f=\frac{\ell vH}{3}
\left[\frac{u^3}{\kappa_c}+\frac{(1-u)^3}{\kappa_a}\right].\;}
\label{main}
\end{equation}
The excess is proportional to $v$, which sets the heat flux, and to $H$, which sets the distance that the heat must travel. The response time $\tau$ does not appear, so a faster global thermostat does not cure the error.

For equal conductivities, $u^3+(1-u)^3=1-3u+3u^2$, and therefore
\begin{equation}
\theta_f=\frac{\ell vH}{\kappa}\left[\frac1{12}+\left(u-\frac12\right)^2\right].
\end{equation}
The excess is smallest when the front is halfway, because the heat can then leave equally in both directions. For unequal conductivities, setting the derivative of (\ref{main}) to zero gives $u^2/\kappa_c=(1-u)^2/\kappa_a$, hence $u=\sqrt{\kappa_c}/(\sqrt{\kappa_c}+\sqrt{\kappa_a})$. Inserting this value gives
\begin{equation}
\theta_{f,\min}=\frac{\ell vH}{3(\sqrt{\kappa_c}+\sqrt{\kappa_a})^2}>0 .
\end{equation}
In the quasi-steady regime there is thus no front position at which the error vanishes.

\section*{The opposite limit}

The growth of $\theta_f$ with $vH$ cannot continue indefinitely. For $P\gg1$ the front outruns diffusion, and the latent heat stays where it was released. Let $\Delta T=\ell/C$ be the adiabatic temperature rise, assume $\Delta T\ll T_0$ so that cooling is still nearly uniform, and let growth start at $u_0$. By (\ref{zeta}), every part of the cell cools at the rate $\zeta T_0=\Delta T\,v/H$. After a time $(u-u_0)H/v$ the untouched glass is at $-\Delta T(u-u_0)$. Once the front has moved many times $D/v$ from its starting point, the new crystal is hotter than this by $\Delta T$, so just behind the front
\begin{equation}
\theta_f\simeq\Delta T\,[1-(u-u_0)] .
\end{equation}
The mean is still zero: the fraction $u-u_0$ of the cell carries the extra $\Delta T$, which cancels the common shift. In this limit the scale of the error is $\Delta T$, independent of conductivity. The limit is formal for the material of the next section: there $\Delta T/T_0=0.44$, and $T_0+\Delta T\approx1010$ K lies above the melting point of roughly 900 K, so the front would slow down and the assumption of constant $v$ would fail first.

\section*{A numerical case}

Take $T_0=700$ K, a cell 40 nm long ($H=20$ nm), $v=5$ m/s, 33 atoms/nm$^3$, a latent heat of 0.08 eV per atom, $\kappa_a=0.25$ and $\kappa_c=0.50$ W/(m\,K). These are round values, meant to lie in the rough regime of classical simulations of fast crystallization in Ge--Sb--Te alloys. At 700 K the disordered phase of these alloys is a supercooled liquid; it is still called glass here for brevity. They give $\ell=4.230\times10^8$ J/m$^3$, $C=1.367\times10^6$ J/(m$^3$\,K) and $\Delta T=309.5$ K. The front releases
\begin{equation}
\ell v=(4.230\times10^8)(5)=2.115\times10^9\ \mathrm{W/m^2}.
\end{equation}
At $u=0.5$, equation (\ref{main}) gives
\begin{equation}
\theta_f=\frac{(2.115\times10^9)(20\times10^{-9})}{3}
\left(\frac{0.125}{0.50}+\frac{0.125}{0.25}\right)\mathrm{K}
=10.6\ \mathrm K .
\end{equation}

For the glass $P=0.547$. The diffusion time is 0.22 ns and the crossing time 4.0 ns, so the quasi-steady picture should be fair but not perfect. Equation (\ref{full}) was therefore also solved numerically with all its terms, starting from a uniform temperature at $u=0.1$. The front excesses are:
\begin{center}
\begin{tabular}{ccc}
$u$ & full equation & formula (\ref{main})\\
0.25 & 24.4 K & 24.2 K\\
0.50 & 11.2 K & 10.6 K\\
0.75 & 11.8 K & 12.8 K
\end{tabular}
\end{center}
The largest difference in the table is about 9\% of the full value. The close agreement at $u=0.25$ is partly accidental, because the profile there still remembers the start: beginning at $u=0.02$ gives 25.6 K and beginning at $u=0.15$ gives 22.3 K, whereas the value at $u=0.5$ stays at 11.2 K. The discretization error of the entry at $u=0.25$ is about 0.1 K. When $v$ is reduced fifty-fold, the formula and the full solution agree within 0.2\% at these positions.

At $u=0.5$ the full solution has $+11.2$ K at the front, about $+3$ K at the crystal end and $-14$ K at the glass end, while the mean excess is zero to numerical precision. The quasi-steady parabolas would put the ends at about $0$ and $-10.6$ K. At $u=0.25$ the same parabolas give about $+22$ and $-23$ K. Both end temperatures thus deviate towards their earlier values, as expected of a profile that lags behind the moving front.

With $v=5$ m/s and $u=0.5$ held fixed, the full equation gives 1.3, 2.7, 5.5 and 11.2 K for cells 5, 10, 20 and 40 nm long. At 1 m/s the 40 nm cell gives 2.1 K. For a sharp front without boundary resistance, rapid growth alone is therefore not enough for a large error; the product $vH$ matters. The values for the 5 and 10 nm cells are no larger than the interface effects estimated below, which scale with $v$ and hardly depend on $H$.

\section*{Does it happen with real velocities?}

The heat equation assumes the cooling law (\ref{cool}) and Fourier conduction. A separate stochastic model illustrates the mechanism with explicit velocities and a dynamical thermostat. It has no interatomic forces, and its collision rule is diffusive by construction, so it checks the cooling law and the feedback but not Fourier conduction in a real material. It has 32 planes of 4000 velocities each. Neighbouring planes exchange energy through random collisions that conserve it, a heat source moves across at $1/128$ plane per collision sweep, and one Nos\'e--Hoover friction acts on all velocities. The adiabatic rise is set to $2T_0$ to lift the signal above the noise.

Averaged over the passage of the front, the mean temperature differs from $T_0$ by $4\times10^{-5}\,T_0$. The seven planes around the front are hotter by $0.085\,T_0$, and the heat equation predicts $0.087\,T_0$ for the same band. The correct average and the hot front coexist.

\section*{A thermostat that acts locally}

A Langevin bath of friction $\gamma$ adds friction and random forces to each atom. These drive the local temperature towards $T_0$ with cooling power $3nk_B\gamma(T-T_0)=C\gamma\theta$. Far from the cell ends the profile travels with the front. With $\xi=x-vt$, the time derivative becomes $-v\,d/d\xi$, and on each side
\begin{equation}
D\theta''+v\theta'-\gamma\theta=0 .
\end{equation}
The decaying solutions are $\theta_fe^{-m_a\xi}$ ahead and $\theta_fe^{m_c\xi}$ behind, with $D_a=\kappa_a/C$, $D_c=\kappa_c/C$ and
\begin{equation}
m_a=\frac{\sqrt{v^2+4D_a\gamma}+v}{2D_a},\qquad
m_c=\frac{\sqrt{v^2+4D_c\gamma}-v}{2D_c}.
\end{equation}
The two outgoing fluxes must carry the latent heat, $(\kappa_am_a+\kappa_cm_c)\,\theta_f=\ell v$. Since $\kappa=CD$, the terms $\pm v$ cancel in the sum, and
\begin{equation}
\theta_f=\frac{2\,\Delta T\,v}{\sqrt{v^2+4D_a\gamma}+\sqrt{v^2+4D_c\gamma}} .
\end{equation}
Steady energy balance over the half-cell, $\ell v=C\gamma H\bar\theta$, gives the mean excess $\bar\theta=\Delta T\,v/(H\gamma)$.

For $\gamma=0.1$ ps$^{-1}$ and the other parameters unchanged, the front excess is 4.7 K and the mean excess 0.77 K; the numerical solution at $u=0.5$ agrees with both. This bath reports a slightly wrong average, yet its front is closer to the set temperature than the 11.2 K of the global thermostat. The advantage depends on $\gamma$: for $4D\gamma\gg v^2$ the front excess falls only as $\gamma^{-1/2}$. The friction also acts on the atomic motion that determines $v$, which is held fixed here.

\section*{How far the number can be trusted}

For the 40 nm cell the neglected effects range from negligible to about half of the result. The first two do not shrink with the cell: in the 5 nm cell a 1 nm wide source lowers the quasi-steady excess from 1.3 to about 0.6 K, and the boundary jump stays near 5 K, several times the excess itself. The estimates below use rough assumed inputs.

\begin{itemize}
\item \emph{Boundary resistance.} In the quasi-steady limit half of the heat flows to each side at $u=0.5$. If that half must cross an interface of conductance 200 MW/(m$^2$\,K), the temperature jumps by 5.3 K, and the front no longer has a single temperature. At 5 m/s the crystal receives somewhat less than half, because it is itself cooling, so the jump is only a rough estimate.
\item \emph{Front width.} Spreading the source evenly over $w=1$ nm lowers its peak by $\ell vw/(8\kappa_a)=1.1$ K, with the glass conductivity used on both sides.
\item \emph{Feedback on growth.} If growth is thermally activated with 0.5 eV, an excess of 11.2 K multiplies the speed by 1.14. A speed measured at $u=0.5$ and recorded as the 700 K value would then be 14\% too high; at positions where the excess is larger, so is this error. This counts only the activated factor. The driving force for crystallization falls as the melting point $T_m$ is approached: with the factor $1-e^{-\Delta\mu/k_BT}$, $\Delta\mu=0.08\ \mathrm{eV}\,(T_m-T)/T_m$ and $T_m\approx900$ K, the speed is multiplied by about 1.07 instead, and at the maximum of the growth rate the first-order effect vanishes.
\item \emph{Fourier's law.} With a sound speed of 2000 m/s, the kinetic estimate of the phonon mean free path in the glass is 0.27 nm, far below $H$.
\end{itemize}

The hot front is also easy to miss. The kinetic temperature of $N$ atoms, with $3N$ independent velocity components, fluctuates by $T_0\sqrt{2/(3N)}$. A slab 1 nm thick and 16 nm$^2$ in area holds 528 atoms, so a single snapshot scatters by 25 K, more than twice the excess sought. Reducing the scatter to 2 K takes about $(25/2)^2\approx160$ independent snapshots, taken in a window that moves with the front.

A memory device breaks the central assumption of this model, because its heat leaves through the surrounding materials and not uniformly through the volume. Suppose, for comparison, that the crystal end at $x=0$ is held at $T_0$ and no heat leaves elsewhere. In the quasi-steady limit the whole flux $\ell v$ then returns through the crystal, and the front excess is $\ell vs/\kappa_c$. At $s=10$ nm this is $(2.115\times10^9)(10^{-8})/0.50=42$ K, four times the 10.6 K found above with the same material parameters. At a finite speed the excess is lower, because part of the latent heat is stored in the warming material. The number for the thermostatted cell is therefore a simulation error to be estimated and reduced, not a prediction of the front temperature in a device. The main computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
set temperature: 700 K
front speed: 5.0 m/s
full cell length: 40 nm; half: 20 nm
atom density: 33 per nm3
latent heat: 0.08 eV/atom = 4.230e+08 J/m3
conductivity glass, crystal: 0.25, 0.50 W/(m K)
heat capacity: 1.367e+06 J/(m3 K)
adiabatic rise: 309.5 K
heat released per front area: 2.115e+09 W/m2
diffusivity of glass: 1.829e-07 m2/s
Peclet number: 0.547
diffusion time H^2/(pi^2 D_a): 0.222 ns
front crossing time H/v: 4.00 ns
global friction: 1.105e-04 per ps
u=0.25: front excess full 24.40 K, formula 24.23 K
u=0.50: front excess full 11.21 K, formula 10.57 K
u=0.75: front excess full 11.77 K, formula 12.78 K
mid-run crystal end excess: 2.91 K
mid-run glass end excess: -14.05 K
mid-run mean excess: 1.5e-10 K
largest formula error at v/50: 0.18 percent
cell 5 nm, v=5 m/s, u=0.5: front excess 1.33 K
cell 10 nm, v=5 m/s, u=0.5: front excess 2.68 K
cell 20 nm, v=5 m/s, u=0.5: front excess 5.45 K
cell 40 nm, v=5 m/s, u=0.5: front excess 11.21 K
cell 40 nm, v=1 m/s, u=0.5: front excess 2.14 K
Langevin friction: 0.10 per ps
Langevin front excess: solved 4.74 K, formula 4.74 K
Langevin mean excess: solved 0.774 K, formula 0.774 K
Langevin decay length in glass: 1.35 nm
velocity model: planes 32, velocities per plane 4000
velocity model: speed 0.007812 planes/sweep, adiabatic rise 2.0 T0
velocity model: mean excess 4.45e-05 T0
velocity model: 7-plane front excess 0.0846 T0
heat equation: same front band 0.0867 T0
uniform minus proportional cooling at front: 0.09 K
front width 1 nm lowers peak by: 1.06 K
assumed boundary conductance: 200 MW/(m2 K)
boundary temperature jump, half the heat: 5.29 K
assumed growth activation energy: 0.50 eV
growth speed factor from mid-run excess: 1.140
assumed sound speed: 2000 m/s
phonon mean free path in glass: 0.27 nm
atoms in 1 nm slab of 16 nm2 area: 528
single-snapshot noise in that slab: 24.9 K
\end{verbatim}
